# Specular film surfaces do not guarantee bulk resistivity when pockets are tilted

Consider a metal film occupying $0<z<d$ that carries a current along $x$. Its carriers fill two ellipsoidal pockets of the Fermi surface that are mirror images under $x\to-x$. With $\mathbf k$ measured from the pocket centre, in Hartree atomic units ($\hbar=m_e=1$),

$$\varepsilon=\tfrac12\left(w_{xx}k_x^2+w_{yy}k_y^2+w_{zz}k_z^2\pm2w_{xz}k_xk_z\right).$$

The sign distinguishes the pockets, and $w_{xz}\neq0$ means that the ellipsoids are tilted in the $xz$ plane. The Fermi energy is $E_F$ and the collision time $\tau$ is constant.

How can $\sigma_{\rm film}/\sigma_{\rm bulk}$ depend on these quantities? Stretch lengths along $x$ by a factor $\lambda$. Then $w_{xx}\to\lambda^2w_{xx}$ and $w_{xz}\to\lambda w_{xz}$, while film and bulk conductivities acquire the same factor. Stretching $z$ by $\mu$ gives $w_{zz}\to\mu^2w_{zz}$, $w_{xz}\to\mu w_{xz}$ and $d\to\mu d$; stretching $y$ changes $w_{yy}$ alone. A semiclassical ratio is unaffected by all three. It also does not contain $\hbar$, which excludes the pure number $E_F\tau/\hbar$. It can therefore contain only

$$R=\frac{w_{xz}^2}{w_{xx}w_{zz}},\qquad \delta=\frac{d}{V\tau},\qquad V=\sqrt{2E_Fw_{zz}},$$

and pure numbers describing the scattering. The mirror symmetry of the pair removes dependence on the sign of $w_{xz}$. Nothing in this argument forces the ratio to be one when $R\neq0$.

## The belief and its appeal

The belief is that a perfectly smooth surface costs no conductivity. Specular reflection conserves energy and in-plane momentum; current is carried by in-plane momentum; so reflection cannot degrade the current, however thin the film.

For a spherical pocket this is right. It is also right for an ellipsoid with $w_{xz}=0$, because then $v_x=w_{xx}k_x$, and conserving $k_x$ conserves $v_x$. The weak link is the identification of momentum with velocity. In a tilted pocket,

$$v_x=w_{xx}k_x+w_{xz}k_z,\qquad v_z=w_{xz}k_x+w_{zz}k_z .$$

(Here and below the formulas are for the upper sign; the other pocket has $w_{xz}\to-w_{xz}$.) The velocity along the film contains $k_z$, which the wall does not conserve.

## What one reflection does

Suppose that the reflected carrier stays in its pocket. At fixed $k_x$, $k_y$ and $\varepsilon$, the energy equation is quadratic in $k_z$. Its two roots sum to $-2w_{xz}k_x/w_{zz}$, so

$$k_z'=-k_z-\frac{2w_{xz}k_x}{w_{zz}},\qquad v_z'=w_{xz}k_x+w_{zz}k_z'=-v_z .$$

To see the effect on $v_x$, substitute $k_z=(v_z-w_{xz}k_x)/w_{zz}$:

$$v_x=\left(w_{xx}-\frac{w_{xz}^2}{w_{zz}}\right)k_x+\frac{w_{xz}}{w_{zz}}v_z=\frac{k_x}{M_{xx}}+b\,v_z,\qquad b=\frac{w_{xz}}{w_{zz}} .$$

Here $M=W^{-1}$ is the mass matrix, whose element is $M_{xx}=w_{zz}/(w_{xx}w_{zz}-w_{xz}^2)$. The first part of $v_x$ survives reflection; the second reverses. A carrier that hits the walls many times between collisions retains on average only the first.

Why must it stay in its pocket? A smooth periodic surface conserves in-plane momentum up to a reciprocal vector of the surface lattice. If the projections of the two pockets on the surface Brillouin zone do not overlap, the other pocket offers no allowed state.

Such an arrangement is compatible with time reversal. Take a centred rectangular surface cell with sides $a_x,a_y$. Its reciprocal vectors are $(2\pi h/a_x,2\pi l/a_y)$ with $h+l$ even. Let the pocket centres project to $(\pm\pi/a_x,\pi/a_y)$. Twice either centre is a reciprocal vector, so each pocket can be its own time-reversed partner, but the centres differ by $(2\pi/a_x,0)$, which is not one. They are therefore distinct.

## How much of the current is at risk

Completing the square in the energy gives

$$2\varepsilon=\frac{k_x^2}{M_{xx}}+w_{yy}k_y^2+\frac{v_z^2}{w_{zz}} .$$

The three terms, divided by $2\varepsilon$, are the squares of the components of a unit vector $\mathbf n$, with $n_z=v_z/V$ at the Fermi energy. Since $\mathbf k$ is a linear function of $\sqrt{2\varepsilon}\,\mathbf n$, states on the Fermi surface are uniformly distributed over the sphere of $\mathbf n$. Denoting that average by angle brackets, $\langle n_in_j\rangle=\delta_{ij}/3$, so

$$\left\langle\frac{k_x^2}{M_{xx}^2}\right\rangle=\frac{2E_F}{3M_{xx}},\qquad b^2\langle v_z^2\rangle=\frac{2E_F}{3}\frac{w_{xz}^2}{w_{zz}},\qquad \langle k_xv_z\rangle=0 .$$

The sum is $2E_Fw_{xx}/3$. The surviving part holds a share $1-R$ of it and the reversing part a share $R$.

In linear response write the change of occupation as $\delta f=(-\partial f_0/\partial\varepsilon)F g$, where $F=-eE_x$ is the force. If collisions relax $g$ to zero, the stationary Boltzmann equation is

$$v_z\frac{\partial g}{\partial z}+\frac g\tau=v_x .$$

The current density is $e^2N\langle v_xg\rangle E_x$, with $N$ the total density of states at $E_F$. In the bulk $g=\tau v_x$. Because $N\propto\sqrt{\varepsilon}$, the carrier density is $n=2NE_F/3$, and hence $\sigma_{\rm bulk}=ne^2\tau w_{xx}$.

No transverse field has been included, and none is needed. The mirror $x\to-x$ exchanges the pockets and reverses the applied field, so their density changes are opposite at every $z$. The total charge density vanishes, and with it the induced $E_z$. In the bulk the pockets carry opposite currents along $z$. In the film each must vanish at the walls.

## The film

The source $k_x/M_{xx}$ is unchanged by reflection, so its solution $\tau k_x/M_{xx}$ satisfies the wall conditions and keeps its bulk value. For the source $bv_z$, set $v=|v_z|$ and $\ell=v\tau$, and let $g_\pm$ describe carriers moving towards larger or smaller $z$:

$$vg_+'+\frac{g_+}{\tau}=bv,\qquad -vg_-'+\frac{g_-}{\tau}=-bv .$$

Define $S=(g_++g_-)/2$ and $D=(g_+-g_-)/2$. Half the sum and half the difference of the equations give

$$\ell D'+S=0,\qquad \ell S'+D=b\ell .$$

Eliminating $S$ yields $-\ell^2D''+D=b\ell$. Specular walls require $g_+=g_-$, so $D=0$ at $z=0$ and $z=d$. Therefore

$$D=b\ell\left[1-\frac{\cosh((z-d/2)/\ell)}{\cosh(d/2\ell)}\right],\qquad \frac1d\int_0^dD\,dz=b\ell\left[1-\frac{2\ell}{d}\tanh\frac{d}{2\ell}\right].$$

The two directions together contribute $bvD$ per state, against $bv\,b\ell$ in the bulk. Cross terms with $k_x$ average to zero. With $u=v/V$, uniformly distributed between 0 and 1, and the normalized weight $3u^2$, the result is

$$\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}=1-R\,(1-G),\qquad G=\int_0^1 3u^2\left[1-\frac{2u}{\delta}\tanh\frac{\delta}{2u}\right]du .$$

For a thin film, use $\tanh y\simeq y-y^3/3$ with $y=\delta/2u$. The bracket becomes $\delta^2/12u^2$, and $G\simeq\delta^2/4$. The expansion fails for $u\lesssim\delta$, but that strip has width of order $\delta$ and weight of order $\delta^2$, so it corrects $G$ only at order $\delta^3$. The limiting ratio is

$$\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}\to1-R=\frac1{M_{xx}w_{xx}}<1 .$$

For a thick film the hyperbolic tangent tends to one and $1-G\simeq3/(2\delta)$. The deficit then comes from layers near the walls and falls as $1/d$.

## A number

Take principal masses 0.3, 0.6 and 1.2, with the 0.6 axis along $y$ and the light axis tilted by $30^\circ$ from $x$. Then

$$w_{xx}=\frac{0.75}{0.3}+\frac{0.25}{1.2}=2.708,\qquad w_{zz}=\frac{0.25}{0.3}+\frac{0.75}{1.2}=1.458,$$

$$w_{xz}=\left(\frac1{0.3}-\frac1{1.2}\right)\sin30^\circ\cos30^\circ=1.083 .$$

Hence $R=0.297$, and the thin-film limit is 0.703 of the bulk conductivity, or 1.42 times the bulk resistivity.

Let $E_F=1$ eV and $\tau=30$ fs. Then $V=7.16\times10^5$ m/s and $V\tau=21.5$ nm. The two pockets hold $4.22\times10^{21}$ carriers per cm³, and the bulk resistivity is 10.3 µΩ cm. For $d=5$ nm, $\delta=5/21.49=0.233$ and $G=0.012$, so

$$\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}=1-0.297(1-0.012)=0.707,\qquad \rho=\frac{10.35}{0.707}=14.6\ \text{µΩ cm}.$$

Following carriers through successive reflections, without the formula for $G$, also gives 0.707.

The geometry permits this. For a surface cell of 0.30 nm by 0.45 nm, the pocket projections have half-widths 3.71 and 3.97 nm$^{-1}$ along $x$ and $y$. The gaps between neighbouring projections of different pockets are 13.5 and 6.0 nm$^{-1}$ along these directions.

With $\tau$ and density fixed, thickness has the following effect. The last column anticipates rare scattering between pockets.

| $d$ (nm) | $\sigma_{\rm film}/\sigma_{\rm bulk}$ | $\rho$ (µΩ cm) | ratio, $q=0.05$ |
|---:|---:|---:|---:|
| 5 | 0.707 | 14.6 | 0.704 |
| 20 | 0.743 | 13.9 | 0.709 |
| 50 | 0.830 | 12.5 | 0.736 |
| 200 | 0.952 | 10.9 | 0.881 |

Even at 200 nm, about nine times $V\tau$, some 5% of the conductivity is missing. The thick-film law gives $1-G=3/(2\times9.31)=0.161$, and $0.297\times0.161=0.048$.

## When collisions rarely change pocket

Relaxing $g$ to zero amounts to assuming that a collision sends a carrier to either pocket with equal probability. Let it instead switch pocket with probability $q$, landing uniformly on the Fermi surface of the pocket it enters. If $\bar g$ is the average of $g$ in one pocket, the other has $-\bar g$. Scattering into the first pocket therefore supplies $(1-q)\bar g-q\bar g=c\bar g$, with $c=1-2q$, and

$$v_z\frac{\partial g}{\partial z}+\frac{g-c\bar g}{\tau}=v_x .$$

The surviving part is odd in $k_x$ and has no average, so it is unchanged. For the other part, unfold the film into a ring of length $2d$: after each reflection, continue the path straight on and reverse the sign of the source instead. The source becomes $bv_z$ times a square wave, whose sine amplitudes are $4/(\pi m)$ for odd $m$. Let $\mu=v_z/V$ run from $-1$ to $1$, and let $\kappa=m\pi/\delta$. In complex notation, the response $h$ to one mode, in units of $bV\tau$ times its amplitude, obeys

$$(1+i\kappa\mu)h=\mu+c\langle h\rangle .$$

The required averages are

$$A=\left\langle\frac1{1+i\kappa\mu}\right\rangle=\frac{\arctan\kappa}{\kappa},\quad B=\left\langle\frac{\mu}{1+i\kappa\mu}\right\rangle=\frac{1-A}{i\kappa},\quad \left\langle\frac{\mu^2}{1+i\kappa\mu}\right\rangle=\frac{1-A}{\kappa^2}.$$

Averaging $h$ gives $\langle h\rangle=B/(1-cA)$. Multiplying $h$ by $\mu$ before averaging, and using $B^2=-(1-A)^2/\kappa^2$,

$$\langle\mu h\rangle=\frac{1-A}{\kappa^2}\left[1-\frac{c(1-A)}{1-cA}\right]=\frac{(1-A)(1-c)}{\kappa^2(1-cA)} .$$

The bulk value is $\langle\mu^2\rangle=1/3$. Each mode has weight $\frac12(4/\pi m)^2=8/(\pi^2m^2)$ in the film average, so

$$G=\sum_{m\ \rm odd}\frac{8}{\pi^2m^2}\,\frac{3(1-A)\,2q}{\kappa^2[1-(1-2q)A]} .$$

As $\delta\to0$, every $\kappa$ grows and $A\to0$. Using $\sum_{m\ \rm odd}m^{-4}=\pi^4/96$, one finds $G\simeq q\delta^2/2$. The thin limit $1-R$ is thus the same for every $q$ in this model.

Recovery with thickness does depend on $q$. For small $q$ and $\kappa$, $A\simeq1-\kappa^2/3$, and the factor multiplying $8/(\pi^2m^2)$ becomes $1/(1+\kappa^2/6q)$. This describes diffusion of the pocket imbalance over a length

$$L=\frac{V\tau}{\sqrt{6q}} .$$

At $q=0.05$ this small-$q$ estimate gives $L=39$ nm (the exact decay length, set by the zero of $1-cA$ at imaginary $\kappa$, is 41 nm), which explains the slower recovery in the table. At $q=0$, $G=0$ for any finite thickness: the imbalance built up at the walls has no way to relax.

## Two cases that restore a thickness-independent result

First, let the pocket projections coincide, and let the wall send every carrier to the mirror state, $k_z\to-k_z$, in the other pocket. Since $w_{xz}$ also changes sign, $w_{xz}k_z$ is unchanged. Thus $v_x$ is conserved while $v_z$ reverses. The bulk solution $g=\tau v_x$ satisfies the wall condition, and the film has bulk conductivity. Specularity is equally perfect in both problems; what differs is the pocket into which the carrier is reflected.

Second, keep a single tilted pocket. No partner cancels its transverse current, so charge accumulates until a field $E_z=-bE_x$ appears. The source becomes $v_x-bv_z=k_x/M_{xx}$, which the walls leave unchanged. Film and bulk, both measured with no transverse current, have conductivity $ne^2\tau/M_{xx}$. The film has lost nothing because the bulk was already at the lower value. Bulk electrostatics requires only that the transverse currents of all pockets sum to zero. In the two-pocket film, the transverse current of each pocket must vanish separately at the walls. For $d\ll V\tau$ it is then small throughout the film; in a sufficiently thick film with $q>0$ it recovers in the interior.

Direction matters too. For current along $y$, $v_y=w_{yy}k_y$ is conserved, and the specular film keeps its bulk conductivity.

## The same answer from subbands

The Hamiltonian for motion across a film with hard walls can be written, with $p_z=-i\,d/dz$, as

$$H=\frac{w_{zz}}2(p_z+bk_x)^2+\frac{k_x^2}{2M_{xx}}+\frac{w_{yy}k_y^2}{2} .$$

The wavefunction $e^{-ibk_xz}\sin(j\pi z/d)$ removes the shift of $p_z$ and still vanishes at both walls. Each subband $j$ therefore has mass $M_{xx}=0.525$ along $x$, not $1/w_{xx}=0.369$. Direct diagonalization for the 5 nm film gives 0.525 for the lowest three subbands.

This picture needs subbands that are resolved despite collisions. At 5 nm and $E_F=1$ eV the gaps between neighbouring occupied subbands grow from 0.07 eV at the bottom to 0.24 eV at the top, against $\hbar/\tau=0.022$ eV. The scale of the upper gaps is $\pi\hbar V/d=0.30$ eV. Dividing $\hbar/\tau$ by this scale gives $\delta/\pi$, so the condition is again $d\ll V\tau$.

## What this means for interconnects

The model's $V\tau$ of 21.5 nm (its mean free path, the average speed times $\tau$, is 24 nm) is comparable with the mean free paths in molybdenum and tungsten near room temperature, which are of order ten to twenty nanometres. The other parameters are not fitted to these metals: the model's bulk resistivity is about twice their rough 5 µΩ cm, and its product of resistivity and mean free path is about three to four times theirs. Their Fermi surfaces have several sheets that are not simple ellipsoids, so 0.707 is not a prediction for either metal.

Real walls also break the assumption of perfect specularity. Let a fraction $p$ reflect specularly and let the rest be spread over both pockets, where its average deviation is zero. For the surviving part, a carrier leaves the wall with $1-C$ of its bulk deviation and reaches the other wall with $1-Ce^{-d/\ell}$. Thus $1-C=p(1-Ce^{-d/\ell})$. The reversing part has $-p$ in place of $p$. Solving,

$$C_{\rm surv}=\frac{1-p}{1-pe^{-d/\ell}},\qquad C_{\rm rev}=\frac{1+p}{1+pe^{-d/\ell}},$$

and averaging across the film multiplies each contribution by $1-C(\ell/d)(1-e^{-d/\ell})$. The conductivity ratio is the integral over $u$ from 0 to 1 of these factors, with weight $(1-R)\,\frac32(1-u^2)$ for the surviving part, because $\langle n_x^2\rangle$ at fixed $u$ is $(1-u^2)/2$, and $R\,3u^2$ for the reversing part. At 5 nm and $p=0.9$, the conductivity ratio falls from 0.707 to 0.613. Without tilt it would be 0.863 at the same $p$ and $\delta$. Conversely, a measured ratio of 0.707 interpreted without tilt would suggest $p$ below 0.9, although the tilted model gives that ratio with $p=1$.

If other bands pin $E_F$ at 1 eV, the 5 nm film has six occupied subbands per pocket and its carrier density is 0.89 of the bulk value, a further loss of about 11% at fixed $\tau$. If the density is held fixed instead, $E_F$ rises by 0.08 eV, a seventh subband begins to fill, and this loss disappears. In the semiclassical formula, which leaves out subbands, thermal smearing at 373 K changes the 5 nm ratio by less than $10^{-5}$ at fixed $\tau$ and chemical potential (by about $2\times10^{-4}$ at 50 nm); the fall of $\tau$ on heating is a separate effect. Grain boundaries and liners are not included.

For the example at 5 nm, smoothing the surface is still worthwhile: going from $p=0.9$ to $p=1$ raises the conductivity ratio from 0.613 to 0.707. This is not a general rule, because a larger $p$ helps the surviving part but hurts the reversing part. For a thick film the formulas above give

$$1-\frac{\sigma_{\rm film}}{\sigma_{\rm bulk}}\simeq\frac{3}{8\delta}\left[(1-R)(1-p)+2R(1+p)\right],$$

which grows with $p$ when $R>1/3$. In a film with $d\gg V\tau$ and $R>1/3$, smoothing then lowers the conductivity; this reversal is a thick-film result and need not hold for $d\lesssim V\tau$. The deficit that remains at $p=1$ belongs to the orientation of the pockets relative to the film and the current, and to where the surface allows carriers to reflect. The numerical output below gives the remaining values.

## Calculated quantities

```
principal masses: 0.3, 0.6, 1.2 electron masses
tilt: 30 deg; Fermi energy: 1.0 eV; tau: 30 fs
W_xx, W_zz, W_xz: 2.7083, 1.4583, 1.0825 per electron mass
M_xx: 0.5250; 1/W_xx: 0.3692 electron masses
R: 0.2967; thin-film limit 1-R: 0.7033
thin-limit resistivity over bulk: 1.4219
largest v_z: 7.162e+05 m/s; V tau: 21.49 nm
carrier density, both pockets: 4.221e+21 cm^-3
bulk resistivity: 10.346 micro-ohm cm
surface cell: 0.30 nm x 0.45 nm
shadow half-widths x, y: 3.71, 3.97 nm^-1
gaps between shadows along x, y: 13.52, 6.03 nm^-1
d (nm) | delta | G | sigma/bulk | rho (micro-ohm cm) | sigma/bulk at q=0.05
   5 | 0.2327 | 0.0121 | 0.7069 | 14.637 | 0.7037
  10 | 0.4654 | 0.0428 | 0.7160 | 14.450 | 0.7049
  20 | 0.9308 | 0.1350 | 0.7434 | 13.918 | 0.7094
  50 | 2.3270 | 0.4255 | 0.8295 | 12.473 | 0.7362
 200 | 9.3080 | 0.8389 | 0.9522 | 10.866 | 0.8810
pocket-diffusion length at q=0.05: 39.2 nm
5 nm, traced paths, sigma/bulk: 0.7069
5 nm, thin estimate delta^2/4 of G: 0.0135
exchange of pockets at walls, delta=0.3, sigma/bulk: 1.000000
single pocket with transverse field, delta=0.3 and 3: 0.7033, 0.7033
single pocket in bulk, no transverse current: 0.7033
5 nm, p=0.95: sigma/bulk tilted 0.6561, untilted 0.9261
5 nm, p=0.90: sigma/bulk tilted 0.6131, untilted 0.8631
5 nm, p=0.00: sigma/bulk tilted 0.2931, untilted 0.3526
5 nm at 373 K: kT 0.0321 eV, change of sigma/bulk -6.2e-06
5 nm: occupied subbands per pocket: 6
5 nm: density over bulk at fixed Fermi energy: 0.8895
5 nm: Fermi-energy rise that restores density: 0.0817 eV
5 nm: subband spacing scale 0.2962 eV; hbar/tau 0.0219 eV
slab diagonalization, x mass of 3 subbands: 0.52500, 0.52500, 0.52500 electron masses
largest error, traced paths against formula: 1.2e-07
largest error, discretized equation against series: 2.2e-05
```
